Why a staggered crystal image does not settle ferrocene's conformation

Take a ferrocene molecule whose two five-membered rings are eclipsed, and look along its axis. The carbon atoms of the upper ring lie at azimuths 0°, 72°, 144°, 216° and 288°, and those of the lower ring lie directly below them. Now invert the molecule through its iron atom. Every carbon atom changes height from +h to −h or the reverse, and its azimuth grows by 180°. Since 180° = 2 × 72° + 36°, and a turn by 72° maps a ring onto itself, both rings of the image have moved by 36°. The image is again an eclipsed molecule.

Put the original on half the sites of a crystal and its image on the other half, at random. The average over all sites shows ten half-atoms in each ring, 36° apart. Next take two staggered molecules: one with its upper ring at 0° and its lower ring at 36°, the other with the upper ring at 36° and the lower ring at 0°. Mixed half and half, they give the same ten half-atoms in each ring. The average records where each ring can be, but not which upper ring belongs to which lower ring. Conformation is precisely that missing information.

**The belief and its appeal**

The belief is that ferrocene is a staggered molecule because its early room-temperature crystal structures show it staggered. The argument is reasonable on its face. Diffraction locates atoms, the iron atom was found on an inversion centre, and the rings appeared turned by 36° relative to each other. Staggering also seems natural to anyone who thinks of ethane, where it keeps the hydrogen atoms of the two ends apart.

To see what the inversion centre contributes, let a ring's orientation be the azimuth of one of its carbon atoms, modulo 72°. Define the twist t as the orientation of the lower ring minus that of the upper. Then t = 0 is eclipsed and t = 36° is staggered. The rings are taken as planar, regular, rigid and parallel.

If one ordered molecule sits on an inversion centre, inversion must map it onto itself. An upper ring at a requires a lower ring at a + 180°, which is a + 36° modulo 72°. Hence t = 36°. A model with five whole atoms per ring and an inversion centre at iron therefore returns a staggered molecule whatever the data say. The 36° is an input of the model.

The symmetry of a crystal structure is, however, a symmetry of the average over sites. In a disordered crystal the individual molecules need not have it.

**Two mixtures with one average**

Let the molecules be twisted by some angle t, not necessarily zero. Write a molecule as (upper orientation, lower orientation):

A = (0, t).

Under inversion the lower ring at t becomes an upper ring at t + 36°, and the upper ring at 0 becomes a lower ring at 36°:

B = (36° + t, 36°).

The twist of B is 36° − (36° + t) = −t, so B is twisted as much as A, in the opposite sense. Now exchange ring partners:

C = (0, 36°), D = (36° + t, t).

The twist of C is 36°. That of D is −36°, which equals 36° modulo 72°. Both are staggered, for any t.

Let U(a) and L(b) be the scattering amplitudes of an upper ring at a and a lower ring at b, and let K be that of iron. At any scattering vector the mean amplitude of the first mixture is

⟨F⟩ = ½[K + U(0) + L(t)] + ½[K + U(36° + t) + L(36°)],

and that of the second is

⟨F⟩ = ½[K + U(0) + L(36°)] + ½[K + U(36° + t) + L(t)].

The two sums contain the same terms. Bragg intensities are proportional to |⟨F⟩|², so they are identical too. Better resolution or a larger data set does not help. The proof assumes that a ring has the same shape, height and thermal motion in both mixtures, and that the disorder has no long-range order, which would create additional Bragg reflections.

The ambiguity cuts both ways. Disorder does not prove that the molecules are eclipsed, because staggered molecules could be disordered in the same manner. It removes the crystal average as evidence for either.

**Where the missing information went**

What the average loses survives in the scattering between the Bragg peaks. If different sites are uncorrelated, the diffuse intensity per molecule is the variance of F. For two equally frequent molecules,

⟨|F|²⟩ − |⟨F⟩|² = ½(|F_A|² + |F_B|²) − ¼|F_A + F_B|²
= ¼(|F_A|² + |F_B|² − 2 Re F_A* F_B)
= ¼|F_A − F_B|².

Iron cancels in the difference. Choose a scattering vector q in the plane of the rings, along azimuth 0, so that the heights drop out. Treat each carbon atom as a point of unit amplitude and leave out hydrogen and thermal motion. An atom at azimuth α on a ring of radius r contributes exp(iqr cos α), which expands in Bessel functions as Σ iⁿ Jₙ(qr) exp(inα). The sum over five atoms 72° apart keeps only those n that are multiples of 5:

U(a) = 5[J₀ + 2i J₅ cos 5a − 2J₁₀ cos 10a + …].

L is the same function. The J₅ terms of A contain cos 0 + cos 5t = 1 + cos 5t. Those of B contain cos(180° + 5t) + cos 180° = −(1 + cos 5t). The J₁₀ terms are equal in A and B and cancel in the difference. To this order

F_A − F_B = 20i J₅ (1 + cos 5t),
variance = 100 J₅² (1 + cos 5t)².

In each staggered molecule the J₅ terms of the two rings cancel: cos 0 + cos 180° = 0 for C, and −cos 5t + cos 5t = 0 for D. What remains is 100 J₁₀² (1 − cos 10t)², which is small because J₁₀ is small when qr is well below 10.

Take t = 9°, r = 1.216 Å and q = 5.0 Å⁻¹, so that qr = 6.08. Summing over the atomic positions gives a diffuse intensity of 39.1 for the near-eclipsed mixture and 0.006 for the staggered one, in units of one carbon atom's squared amplitude. Two crystals with identical Bragg data differ here by a factor of several thousand. The staggered mixture does not scatter less overall. Adding an axial component q_z = π/(2h) = 0.95 Å⁻¹, with h = 1.66 Å, reverses the relative sign of the two rings and exchanges the two values. What differs is where the diffuse intensity falls. In a real crystal thermal motion and correlations between neighbours would change these numbers, so the factor belongs to this idealized vector and model.

**How ten half-atoms can look like five atoms**

One difficulty remains. The average has ten half-atoms per ring, while a staggered picture has five atoms per ring. The missing step is thermal smearing.

Modulo 72°, the upper ring occurs at 0 and at 36° + t, and the latter is the same as −(36° − t). For t between 0 and 36° the two orientations are thus separated by

s = 36° − t,

with midpoint −(36° − t)/2. The lower ring occurs at t and 36°, with the same separation and midpoint (36° + t)/2. The midpoints differ by

(36° + t)/2 + (36° − t)/2 = 36°.

If smearing merges each pair into one maximum at its midpoint, the maxima of the two rings are staggered, whatever the true twist.

Let each atom have a Gaussian angular spread σ. The density around a ring repeats every 72°, so it contains the harmonics cos 5nθ, and a Gaussian damps the nth by exp(−25n²σ²/2). Measure θ from the midpoint. Averaging the orientations ±s/2 gives

½[cos 5n(θ − s/2) + cos 5n(θ + s/2)] = cos(5ns/2) cos 5nθ,

so the density relative to its mean is

ρ(θ) = 1 + 2 Σₙ exp(−25n²σ²/2) cos(5ns/2) cos 5nθ.

For t = 9° the separation is s = 27°. A tangential spread of 0.35 Å means σ = 0.35/1.216 = 0.288 rad, and 25σ²/2 = 1.035. The damping factors are exp(−1.035) = 0.355 for n = 1 and exp(−4.14) = 0.016 for n = 2. With cos 67.5° = 0.383 and cos 135° = −0.707,

ρ(θ) ≈ 1 + 0.272 cos 5θ − 0.022 cos 10θ.

The first harmonic dominates. There are five maxima per ring, at the midpoints, and the largest density is 1.77 times the smallest. The two rings' maxima are 36° apart, although every molecule in the mixture has a mean twist of only 9°, in one sense or the other.

This density is easily taken for that of one ordered staggered molecule. A single orientation with spread σ′ has first harmonic 2 exp(−25σ′²/2). Setting this equal to 0.272 gives 25σ′²/2 = ln(2/0.272) = 2.0, so σ′ = 0.40 rad, or 0.49 Å along the ring. Its second harmonic is negligible, so the two densities differ by about 2% of the mean. The disorder would pass for a larger thermal motion.

With a spread of 0.15 Å, as might be found in a colder crystal that kept the same disorder, the summed density has ten maxima per ring. The two orientations are then resolved, but the pairing of upper with lower rings remains hidden, by the argument of the two mixtures.

**A limit on the disorder explanation**

It is tempting to say that disorder turns exactly eclipsed molecules into a staggered image. When both rings are smeared equally, that is not true. If every molecule is exactly eclipsed and moves only by turning about its axis or shifting as a whole, the upper and lower rings have the same averaged density g(θ). Average inversion symmetry requires the lower density to be the upper one turned by 36°. Therefore

g(θ) = g(θ + 36°).

Such a density repeats every 36° and cannot have just five equal maxima. In the formula, t = 0 gives s = 36° and cos(5s/2) = cos 90° = 0, so the first harmonic vanishes. With the spread of 0.35 Å,

ρ(θ) ≈ 1 − 0.032 cos 10θ,

which has ten weak maxima and a largest density only 1.07 times the smallest. The ring looks almost uniform.

As long as the two rings of a molecule are smeared equally, a clear staggered image thus needs some departure from exact eclipse. It does not show that the molecules are staggered, since a twist of 9° is sufficient. In the present model, where all rings have the same spread, disorder and a small twist together produce the illusion. If the two rings of a molecule are smeared by different amounts, the maxima can appear staggered even when the mean twist is zero. This can happen with no twist at all. Take a rigid, exactly eclipsed molecule that turns about its axis by 0.30 Å rms along the ring, shifts by 0.15 Å rms in each direction, and rocks by 4° rms about the centre of one ring. Its far ring is then more blurred than its near ring. Mixed with its inverted image it gives five maxima per ring, 36° apart, with a density ratio of about 1.3.

**The isolated molecule**

Which form the free molecule prefers is a question about its energy E(t). Turning one ring by 72° changes nothing, and reflection turns t into −t, so E contains only cosines of multiples of 5t. Keeping two of them and measuring from the eclipsed form,

E(t) = (V/2)(1 − cos 5t) + (W/2)(1 − cos 10t).

At t = 36°, cos 5t = −1 and cos 10t = 1, so E = V. At t = 18°, cos 5t = 0 and cos 10t = −1, so E = V/2 + W. Two energy differences fix both constants.

The energies were computed by density-functional theory. The geometry was the same at each twist: C–C 1.43 Å, C–H 1.08 Å, and iron 1.66 Å from each ring plane. The basis was def2-SVP on iron and 6-31G on carbon and hydrogen, with density fitting for the Coulomb energy. The orbitals were made self-consistent with the SVWN functional, and the PBE energy was evaluated on them:

E(0) = −1649.850333 hartree,
E(18°) = −1649.849710 hartree,
E(36°) = −1649.849042 hartree.

The staggered form lies higher by 0.001291 hartree, so V = 3.39 kJ/mol (283 cm⁻¹). The halfway point lies 1.64 kJ/mol above the eclipsed form, so W = 1.64 − 3.39/2 ≈ −0.06 kJ/mol.

To see that no minimum hides in between, differentiate:

dE/dt = (5V/2) sin 5t + 5W sin 10t
= 5 sin 5t [V/2 + 2W cos 5t],

where sin 10t = 2 sin 5t cos 5t was used. The bracket lies between about 1.6 and 1.8 kJ/mol and never vanishes. Within this expansion the energy rises steadily from the eclipsed form to the staggered one. The first is the torsional minimum and the second the top of the barrier.

How far can the number be trusted? SVWN gives 3.72 kJ/mol, and BLYP on the same orbitals gives 3.26 kJ/mol. All three favour the eclipsed form, though their spread is not an error bar, since they share a geometry and a basis without polarization functions on carbon and hydrogen. Adding d functions on carbon (6-31G*) lowers V to 3.15 kJ/mol with PBE and 3.47 kJ/mol with SVWN. This shift of about 0.24 kJ/mol, or 7%, carries over to the numbers derived from V below. Turning the integration grid by 9° about the axis, which is not a symmetry of the molecule, shifts a single total energy by about 0.1 kJ/mol. The shift cancels between the two forms and left V in the larger basis unchanged to 0.01 kJ/mol. These functionals also lack long-range dispersion. A rough estimate with an undamped −C₆/R⁶ attraction between carbon atoms of different rings, with C₆ = 25 hartree bohr⁶, adds 0.02 kJ/mol to V. Pairs involving hydrogen, estimated in the same undamped way with Grimme's D2 coefficients, add about 0.1 kJ/mol more, also in favour of the eclipsed form. Relaxing each form separately was not attempted and would change V by an amount not determined here. The calculation finds the preference but does not divide it into causes.

**A preference is not rigidity**

A barrier this low does not hold the rings still. In classical statistics, with W neglected, the probability density of the twist is proportional to exp(−E/kT), hence to

exp(x cos 5t), x = V/(2kT).

At 298 K, kT is 207 cm⁻¹, so x = 283/(2 × 207) = 0.68. The eclipsed orientation is favoured over the staggered one by exp(2x) = 3.9 in probability density. Integration shows that 70.5% of free molecules are within 18° of an eclipsed orientation, against 50% for free rotation. Almost a third are at any moment nearer to staggered.

When kT is large compared with V, the exponential can be expanded to first order in x. With u = 5t, the eclipsed share becomes

(1/π) ∫ (1 + x cos u) du from 0 to π/2 = ½ + x/π.

For x = 0.68 this gives 0.72, already close to the full result. As x tends to zero the share tends to one half, and conformation loses its meaning as a label for a hot molecule. In the opposite limit, x much greater than 1, the classical distribution narrows around the eclipsed orientations.

Zero-point motion does not wash out the minimum either. Let each ring have moment of inertia I about the axis. If the rings turn oppositely at ±ω/2, so that the twist changes at rate ω, the kinetic energy is 2 × ½I(ω/2)² = ½(I/2)ω². The effective moment is I/2, and the corresponding rotational constant is B = 0.292 cm⁻¹. Near t = 0 the potential is (25V/4)t², and the Hamiltonian −B d²/dt² + (25V/4)t² has level spacing

2√(B × 25V/4) = 5√(VB) = 5√(283 × 0.292) ≈ 45.5 cm⁻¹.

Half of this, about 23 cm⁻¹, is the zero-point energy, far below the barrier. Diagonalizing the full cosine potential in a basis of free-rotor waves gives a first torsional transition of 43.6 cm⁻¹, slightly lower because the cosine well opens out faster than a parabola. The quantum thermal average of cos 5t at 298 K is 0.322, against 0.324 classically, so the classical populations are adequate at that temperature.

**Beside the real substance**

Gas-phase electron diffraction supports an eclipsed equilibrium form with a barrier of roughly 4 kJ/mol, and the computed 3.4 kJ/mol is of that size. In cold crystals the molecules are found eclipsed or nearly so, with a twist of roughly 9° in one phase. That is why 9° was chosen above. The tangential spread of 0.35 Å is an illustrative value, not a measured one. A real crystal need not have just two mean orientations with equal Gaussian spreads: rings in a warm crystal also jump and swing, and their neighbours influence them. This changes the contrast of the image. For the present model, going from t = 9° to t = 0 already moves the density ratio from 1.77 to 1.07.

The same numbers explain why the crystal may differ from the free molecule at all. A twist of 9° costs

(V/2)(1 − cos 45°) = 1.70 × 0.293 = 0.50 kJ/mol,

about a fifth of kT at room temperature. Packing forces can favour such a twist over exact eclipse if it lowers the packing energy by more than this small amount. A crystal can therefore hold a molecule away from its own minimum, and even a perfectly ordered crystal structure would report the conformation in that crystal. For the isolated molecule the evidence has to come from the gas or from its computed energy, and here both point to the eclipsed form.
